# Why band-by-band minimization should stop after a few steps per band

Six orbitals of a small model can be brought to a residual of $10^{-5}$ hartree with about 66 conjugate-gradient steps in all, if each band gets at most three steps before the next band is treated and the Hamiltonian is diagonalized within the block after each sweep over the bands. If each band is instead converged before moving on, the total is 164. With three orbitals instead of six the order is reversed: the three-step limit needs 324 steps, and full convergence of each band needs 106.

Two effects bear on the choice of step limit. Errors in the lower bands set a floor on the error of the summed energy that steps on the current band cannot pass, and close levels are costly for a single-band search but cheap for a diagonalization within the block. When each band is converged in turn, the lower bands are already accurate, so the first effect does not explain the totals of 164 and 106; the second does. It depends on which levels the block contains, hence the reversal.

## The model and the algorithm

One electron moves in a box of length 24 bohr with hard walls, in the potential $1.5\cos(2\pi x/a)$ hartree with $a=4$ bohr. The walls sit at potential maxima, so there are six equal wells. In a basis of 60 sine functions, dense diagonalization gives six levels between $-0.635$ and $-0.611$ hartree and a seventh at $0.781$ hartree. The group is 0.024 hartree wide. Its first spacing is 0.0045 hartree (0.12 eV), and the gap above it is 1.39 hartree (38 eV).

The Hamiltonian $H$ is a real symmetric matrix and is held fixed; updates of a self-consistent potential are not treated. Its levels are $\varepsilon_1\le\varepsilon_2\le\dots$, with orthonormal eigenvectors $\psi_j$. For a unit vector $x$, let $\rho=\langle x|H|x\rangle$. Band $m$ is found by lowering $\rho$ with $x$ kept orthogonal to the $m-1$ current lower bands. These are orthonormal and span a space $V$ with projector $P_V$.

Each step follows a direction built from the residual $(H-\rho)x$, projected orthogonal to $V$, multiplied by a preconditioner, combined with the previous direction (Polak–Ribière coefficient, set to zero when negative; the totals for long runs depend on this choice, and with the Fletcher–Reeves coefficient those for full convergence rise from 164 and 106 to about 410 and 250, while the three-step totals hardly change), and then projected again orthogonal to $V$ and to $x$, because the preconditioner does not preserve orthogonality. The preconditioner is diagonal in the sine basis, with elements $1/(1+t_n)$, where $t_n$ is the kinetic energy in hartree. The minimum along the direction is found exactly in the plane of $x$ and the direction, at the price of one product with $H$. After a sweep over all bands, $H$ is diagonalized in their common span. This is the subspace rotation.

## The floor set by the lower bands

Let $\mu$ be the lowest value of $\rho$ allowed by the constraint. The span of $\psi_1,\dots,\psi_m$ has dimension $m$, and $V$ has dimension $m-1$. Some unit vector in that span is therefore orthogonal to $V$, and its energy is at most $\varepsilon_m$. Hence $\mu\le\varepsilon_m$: with wrong lower bands, the converged energy lies at or below the true level. A low value is no proof of a good orbital.

To see what remains wrong, consider the whole span $S$ of $V$ and $x$, with projector $P$. Define the weights $p_i=\langle\psi_i|P|\psi_i\rangle$. They lie between 0 and 1 and add up to $m$. The error of the summed energy is

$$
E=\mathrm{Tr}(PH)-\sum_{i\le m}\varepsilon_i
=\sum_{i>m}\varepsilon_i p_i-\sum_{i\le m}\varepsilon_i(1-p_i).
$$

Because the weights add up to $m$, the weight outside the lowest $m$ states equals the weight missing inside:

$$
d_S=\sum_{i>m}p_i=\sum_{i\le m}(1-p_i).
$$

Every energy in the first sum for $E$ is at least $\varepsilon_{m+1}$, and every energy in the second is at most $\varepsilon_m$. Thus

$$
E\ge g\,d_S,\qquad g=\varepsilon_{m+1}-\varepsilon_m .
$$

Let $P_m$ project on the exact lowest $m$ states. Since $P=P_V+|x\rangle\langle x|$,

$$
d_S=\mathrm{Tr}[P_V(1-P_m)]+\langle x|(1-P_m)|x\rangle\ge d_V,
\qquad d_V=\mathrm{Tr}[P_V(1-P_m)].
$$

The leakage $d_V$ belongs to the lower bands. No choice of $x$ brings $E$ below $g\,d_V$.

The gain from further steps follows from the same quantity. Let

$$
\delta_V=\mathrm{Tr}(P_VH)-\sum_{j<m}\varepsilon_j
$$

be the summed energy error of the lower bands, and let $\rho_k$ be the energy of band $m$ after $k$ steps. Then

$$
E_k=\delta_V+\rho_k-\varepsilon_m=E_\infty+(\rho_k-\mu),
\qquad E_\infty=\delta_V-(\varepsilon_m-\mu).
$$

Steps on band $m$ reduce the second term, $\rho_k-\mu$, and leave $E_\infty$ as it is. Since $E_\infty\ge0$, also $\varepsilon_m-\mu\le\delta_V$: the converged energy can fall below the true level by no more than the error of the lower bands.

For a numerical case, five lower bands were started from smooth random vectors and given three steps each, without rotation. Their energy error is $\delta_V=0.0341$ hartree. Dense diagonalization in the complement of $V$ gives $\varepsilon_6-\mu=0.0120$ hartree, so $E_\infty\approx0.022$ hartree. The leakage is $d_V=0.00766$, and the guaranteed floor is $1.392\times0.00766\approx0.0107$ hartree, about half of the error that actually remains.

Minimizing the sixth band from its own random start gives these errors of the summed energy:

| Steps on band 6 | $E_k$ (hartree) |
|---:|---:|
| 0 | 3.67 |
| 1 | 1.54 |
| 2 | 0.83 |
| 3 | 0.31 |
| 4 | 0.037 |
| 6 | 0.022 |
| 8 | 0.022 |

After four steps the part still removable is $0.037-0.022=0.015$ hartree, less than the part that must stay. Two more steps remove nearly all of it. Reducing the projected residual to $10^{-5}$ hartree takes eleven steps, and the last five have almost no effect on the summed energy.

## A converged band that is not an eigenstate

The constraint also limits the orbital itself. Since $x$ is orthogonal to $V$, its overlap with $\psi_m$ comes from $(1-P_V)\psi_m$ alone. The Cauchy–Schwarz inequality gives

$$
|\langle\psi_m|x\rangle|^2\le\|(1-P_V)\psi_m\|^2=1-\|P_V\psi_m\|^2 .
$$

The orbital error $1-|\langle\psi_m|x\rangle|^2$ is therefore at least $\|P_V\psi_m\|^2$. In the example this floor is 0.952, and the error at the constrained minimum agrees with it to three digits. The lower bands already contain 95 percent of $\psi_6$, so the sixth band has to be made mostly of other states. Yet the five lower bands together have less than 0.01 of weight outside the six-state group. The sixth band has little such weight either: $E\ge g\,d_S$ gives $d_S\le0.0220/1.392\approx0.016$, so $\langle x|(1-P_6)|x\rangle=d_S-d_V$ is at most about 0.008. Most of the orbital error is thus mixing within the group.

The projected residual does not reveal this. At the constrained minimum, $(1-P_V)(H-\mu)x=0$. What is left of the full residual lies in $V$, and since $P_Vx=0$,

$$
(H-\mu)x=P_V(H-\mu)x=P_VHx .
$$

Its norm is 0.0065 hartree in the example, 650 times the tolerance of $10^{-5}$ hartree on the projected residual.

Subspace rotation removes this component. It diagonalizes the matrix $\langle\phi_i|H|\phi_j\rangle$ of the current bands, after which the residual of each rotated vector is orthogonal to the whole block. The vectors $H\phi_j$ are already known from the minimization, so the rotation needs inner products and linear combinations but no new product with $H$. It leaves the span, and with it the summed energy, unchanged. It does replace the lower bands by new combinations, so $V$, $\mu$ and $E_\infty$ take new values, and steps on the sixth band can lower the summed error again. They cannot bring it below $g\,d_V$ of the rotated lower bands; that part has to be reduced by returning to those bands in the next sweep.

## Why close levels delay a single-band search

Take a mixture of two eigenstates with spacing $\Delta=\varepsilon_2-\varepsilon_1$:

$$
x=\cos\theta\,\psi_1+\sin\theta\,\psi_2,\qquad
\rho=\varepsilon_1+\Delta\sin^2\theta .
$$

The coefficient of $\psi_1$ in $(H-\rho)x$ is $-\Delta\sin^2\theta\cos\theta$. That of $\psi_2$ is $\Delta(1-\sin^2\theta)\sin\theta=\Delta\cos^2\theta\sin\theta$. Therefore

$$
(H-\rho)x=\Delta\sin\theta\cos\theta\,y,\qquad
y=-\sin\theta\,\psi_1+\cos\theta\,\psi_2,
$$

and the residual norm is $\tfrac12\Delta|\sin2\theta|$. For the first two levels and $\theta=0.3$ it is 0.0013 hartree, although the orbital is visibly wrong. If $\Delta$ is smaller than the residual tolerance, any mixture passes the test and the levels need not be separated at all; the cost discussed here arises for spacings well above the tolerance, as in this model.

A small gradient alone would do no harm, since a line minimization could take a long step. The difficulty is that other directions are much steeper, and a long step would raise the energy along them.

If $y$ is also available, diagonalization has no such difficulty. The matrix elements are $h_{xx}=\varepsilon_1+\Delta\sin^2\theta$, $h_{yy}=\varepsilon_1+\Delta\cos^2\theta$ and $h_{xy}=\Delta\sin\theta\cos\theta$, so

$$
\frac{2h_{xy}}{h_{yy}-h_{xx}}=\frac{\Delta\sin2\theta}{\Delta\cos2\theta}=\tan2\theta .
$$

The spacing cancels, and the angle is found at once.

The cost of the steep directions can be estimated near the minimum for band 1, which has no lower bands. Write $x\propto\psi_1+\eta$ with $\eta\perp\psi_1$. To leading order the energy error is $\langle\eta|(H-\varepsilon_1)|\eta\rangle$. Factor the preconditioner, restricted to the complement of $\psi_1$, as $LL^T$ and set $\eta=L\zeta$. The error becomes $\zeta^TA\zeta$ with $A=L^T(H-\varepsilon_1)L$. Let $A$ have positive eigenvalues $a_i$ with extreme ratio $\kappa=a_{\max}/a_{\min}$.

For this quadratic form, conjugate directions satisfy $d_i^TAd_j=0$ for $i\ne j$. The energy of $\zeta_0+\sum_i\alpha_id_i$ then has no terms $\alpha_i\alpha_j$ with $i\ne j$, so successive line minimizations equal a joint minimization. The gradients are proportional to $A\zeta$, so $k$ steps explore the span of $A\zeta_0,\dots,A^k\zeta_0$. Adding just the previous direction is enough for conjugacy: the new gradient is orthogonal to all earlier directions, and for each direction before the last, $Ad_j$ lies in their span. The result is $\zeta_k=p(A)\zeta_0$, where $p$ is the best polynomial of degree at most $k$ with $p(0)=1$.

Any admissible polynomial gives an upper bound. Choose the Chebyshev polynomial $T_k$, whose magnitude is at most 1 on $[-1,1]$:

$$
p(a)=\frac{T_k\!\left(\frac{a_{\max}+a_{\min}-2a}{a_{\max}-a_{\min}}\right)}
{T_k\!\left(\frac{\kappa+1}{\kappa-1}\right)},
\qquad
\frac{e_k}{e_0}\le\frac{1}{T_k^2\!\left(\frac{\kappa+1}{\kappa-1}\right)},
$$

where $e_k$ is the energy error after $k$ steps.

With the close levels among the allowed directions, $\kappa=460$, and three steps are guaranteed to reduce the error only to 0.93 of its value. With the whole group excluded, $\kappa=2.26$ and the bound is $2.65\times10^{-4}$. The second figure is an idealization: searches orthogonal to the lower bands alone can bring upper members of the group back in through the preconditioner.

The bound for large $\kappa$ can be pessimistic. A factor $(1-a/a_1)$ in $p$ removes an isolated small eigenvalue $a_1$ at the cost of one degree. It enlarges every component with $a>2a_1$, since $|1-a/a_1|>1$ there, and further steps must reduce these. A long run can therefore deal with a few close levels; a run of three steps has too few degrees to remove five of them.

## What rotation achieves, and what it needs

Let the block span $S$, and let $\Theta_j<90^\circ$ be the largest angle between $S$ and $W_j$, the span of $\psi_1,\dots,\psi_j$. Projecting $W_j$ onto $S$ gives a $j$-dimensional space $U$. Because $U$ and $W_j$ have equal dimension, the largest angle is the same seen from either side. Each unit vector $u$ in $U$ can thus be written

$$
u=\cos\alpha\,w+\sin\alpha\,z,\qquad w\in W_j,\quad z\perp W_j,\quad \alpha\le\Theta_j,
$$

with $w$ and $z$ of unit length. $H$ maps $W_j$ into itself, so the cross term vanishes:

$$
\langle u|H|u\rangle=\cos^2\alpha\,\langle w|H|w\rangle+\sin^2\alpha\,\langle z|H|z\rangle
\le\varepsilon_j+(\varepsilon_{\max}-\varepsilon_j)\sin^2\Theta_j .
$$

The $j$th eigenvalue $\theta_j$ of $H$ within $S$ is the smallest possible maximum energy over $j$-dimensional subspaces of $S$. It cannot exceed the maximum over $U$, and it cannot lie below the same minimum taken over the full space, which is $\varepsilon_j$. Hence

$$
0\le\theta_j-\varepsilon_j\le(\varepsilon_{\max}-\varepsilon_j)\sin^2\Theta_j .
$$

No spacing within the block appears.

The vectors are more demanding. Suppose the block is spanned by $\sqrt{1-s^2}\,\psi_i+s\chi_i$, with orthonormal $\chi_i$ outside the group. The off-diagonal elements of $H$ are then $s^2\langle\chi_i|H|\chi_j\rangle$, and these must be small compared with the spacing. Early rotations, made with large leakage, may leave close orbitals mixed.

A direct comparison starts from the six exact states, mixed so that the first vector contains all of them equally, with leakage of amplitude $10^{-3}$ added. The first vector has nearly the mean energy of the group, 0.0129 hartree above $\varepsilon_1$. Three conjugate-gradient steps on it reduce the error to 0.0036 hartree. One rotation of the block gives $3.5\times10^{-6}$ hartree, which conjugate gradients match after 20 steps. The rotation uses the other five vectors, which a band-by-band calculation already holds.

## The total work

The following counts are means over five smooth random starts. Every residual had to fall below $10^{-5}$ hartree after rotation. A band was left early once its projected residual was below half that value. Each step costs one product with $H$; the initial products, orthogonalizations and rotations are not counted.

| Bands | Step limit | Total steps | Sweeps |
|---:|---:|---:|---:|
| 6 | 1 | 84 | 14.4 |
| 6 | 2 | 69 | 6.2 |
| 6 | 3 | 66 | 4.0 |
| 6 | 5 | 82 | 3.4 |
| 6 | 10 | 107 | 2.6 |
| 6 | 100 | 164 | 1.0 |
| 3 | 3 | 324 | 46.8 |
| 3 | 100 | 106 | 1.0 |

For six bands, a limit of three saves a factor $164/66\approx2.5$ over full convergence. In the long runs the lower bands are already accurate when the next one starts, so their floor is not what makes those runs expensive. Each band has to separate itself from the close levels above it, work that rotation does without products with $H$. A limit of one needs more steps, since no conjugate direction is ever built, and many more rotations, mainly because each sweep makes at most one step per band.

With three bands, the block cuts the group. The fourth level lies 0.0064 hartree above the third, and rotation cannot remove a state the block does not hold. Short runs must do so, and they discard their conjugate directions at every restart. In the quadratic model, successive three-step runs multiply polynomials of degree three, and such a product cannot do better than the best single polynomial of the same total degree. Here the long runs beat the three-step limit by a factor of about three. The table compares only these two limits and does not show that full convergence is the best choice for a cut block; in this model a limit of five to ten steps already recovers the loss.

## What to do

Start with a limit of two to five steps, rotate after each sweep, and adjust the limit by the measured total cost. Place the upper edge of the block in a gap where this is affordable: above, six bands with a limit of three took fewer steps (66) than three bands with either limit. Added bands bring orthogonalization and rotation work that these counts leave out, and they need not pay when only a small part of the group is wanted. If the block must cut a group, raise the step limit; it need not be raised to full convergence.

The lower-band error can be estimated after rotation. Suppose the remaining error $\eta$ of a band lies outside the group, where energies exceed its own by at least $g$. With components $\eta_i$ and energy differences $b_i\ge g$, the leading-order energy error is

$$
\sum_i b_i\eta_i^2\le\frac1g\sum_i b_i^2\eta_i^2\approx\frac{\|r\|^2}{g},
$$

where $r$ is the full residual. When the last step on the current band lowers its energy by less than the sum of these estimates for the lower bands, it is reasonable to move on. This rule compares an observed gain with an estimated upper bound and was not tested in the runs above, so it is a guide and not a guarantee. It supplements the step limit and does not replace it: for band 1 the sum is zero. It does not apply while close levels outside the block are still mixed in. Nor is the estimate an upper bound in the early sweeps, even when the block covers the whole group: while the leakage is large, rotation leaves mixing within the group, which carries energy error but little residual. In this model, with a limit of three, the error of a band exceeded $\|r\|^2/g$ by up to a factor of about ten after the first two sweeps and fell below it only after the third.
